# Random partial coverage of interface dipoles: averaged sites or explicit layers

## What goes wrong

Suppose that half the sites at an oxide interface carry a dipole, at random. A small periodic cell can represent this coverage by filling every second site in a checkerboard. For the example below this gives a potential step of 0.394 eV, whereas the random layer gives 0.366 eV. The 28 meV difference comes from the chosen pattern, since coverage, bare dipole and polarisability are the same.

Electronic-structure programs offer several treatments of partial occupancy: an averaged site, a coherent-potential medium, or an explicit supercell. This guide analyses their counterparts in a model of coupled induced dipoles. It covers the electrostatic depolarisation, not changes of bonding or charge transfer.

## The model and its conventions

The algebra uses atomic units, with $e=4\pi\varepsilon_0=1$. Sites form a square lattice of spacing $a$. Site $i$ is occupied ($c_i=1$) with probability $\theta$, independently of the others, and is otherwise empty ($c_i=0$). Each occupied site has a bare dipole $p_0$ along the normal $z$ and a polarisability $\alpha$. The host is uniform with permittivity $\varepsilon$. No external field acts, which corresponds to flat band in a stack without fixed oxide or interface charge.

A dipole $p$ produces the potential $pz/[\varepsilon(r^2+z^2)^{3/2}]$, where $r$ is the lateral distance. Its normal field in the plane is minus the $z$ derivative at $z=0$:

$$E_z=-\frac{p}{\varepsilon r^3}.$$

Parallel neighbours therefore oppose one another. With $p_i=p_0+\alpha E_i$,

$$p_i=p_0-\frac{\alpha}{\varepsilon}\sum_{j\ne i}\frac{c_jp_j}{r_{ij}^3}.$$

Divide by $p_0$ and define $v_i=p_i/p_0$, $K_{ij}=(a/r_{ij})^3$, $K_{ii}=0$ and $x=\alpha/(\varepsilon a^3)$. On occupied sites

$$v_i+x\sum_j K_{ij}c_jv_j=1. \tag{1}$$

For the step, replace the layer by two charged sheets a distance $\ell$ apart. With $n=\theta/a^2$ dipoles per area of mean $\bar p$, their charge densities are $\pm n\bar p/\ell$. The field between them is $4\pi n\bar p/(\varepsilon\ell)$, and multiplication by $\ell$ gives

$$\Delta=\frac{4\pi n\bar p}{\varepsilon}=\theta\,\Delta_1\bar v,\qquad \Delta_1=\frac{4\pi p_0}{\varepsilon a^2}. \tag{2}$$

The electrostatic potential rises along the dipole, and an electron's energy falls by the same amount. Steps below are magnitudes.

## The averaged site

Give every site the bare dipole $\theta p_0$ and the polarisability $\theta\alpha$. All sites are then equal, with dipole $P$:

$$P=\theta p_0-\theta xSP,\qquad S=\sum_{j\ne i}K_{ij}=9.034.$$

Since $P$ is the dipole per lattice site, $P=\theta p_0u$, where

$$u=\frac{1}{1+x\theta S}. \tag{3}$$

This is the mean-field model. Its depolarising sum $\theta S$ is linear in coverage, and that part is right: the local sum $D_i=\sum_jK_{ij}c_j$ at an occupied site has mean $\theta S$, because the other sites are filled independently. What is lost is the variation of $D_i$ from site to site.

The sum converges slowly. Beyond a radius $R\gg a$ there remains approximately

$$\int_R^\infty \frac{2\pi r\,dr}{a^2}\frac{a^3}{r^3}=\frac{2\pi a}{R}.$$

A cutoff at $10a$ would lose about 0.63, or 7% of $S$. The dipole sum needs its long-range tail or a periodic summation.

## Why the averaged site gives a lower bound

Let $A$ be the matrix $1+xK$ restricted to the occupied sites, and $\mathbf 1$ the vector of ones on them. Equation (1) reads $Av=\mathbf 1$.

First we need $A$ to be positive. On the full lattice the eigenvectors of $K$ are plane waves. The largest eigenvalue is $S$, since all elements are non-negative. The smallest, found over the wavevectors of a 48 × 48 cell, is the checkerboard value $S_c=-2.646$. A vector that vanishes on empty sites is also a vector on the full lattice, so its quotient $w^TKw/w^Tw$ lies in the same interval. The eigenvalues of $A$ thus lie between $1+xS_c$ and $1+xS$. Every layer is stable if $x<1/|S_c|=0.378$. This condition is sufficient; a particular diluted layer may survive a larger $x$.

Now consider, for any trial vector $w$,

$$F(w)=2\,\mathbf 1^Tw-w^TAw.$$

Put $w=v+d$ and use $Av=\mathbf 1$ and the symmetry of $A$:

$$F=2\,\mathbf1^Tv+2\,\mathbf1^Td-\mathbf1^Tv-2\,\mathbf1^Td-d^TAd=\mathbf1^Tv-d^TAd.$$

Hence $\sum_iv_i\ge F(w)$. Choose the uniform trial $w=u\mathbf 1$. If $N$ sites are occupied,

$$F=2uN-u^2(N+xQ),\qquad Q=\sum_{ij}c_iK_{ij}c_j. \tag{4}$$

For a large layer of $M$ sites, $\langle N\rangle=M\theta$ and $\langle Q\rangle=M\theta^2S$. Therefore

$$\langle F\rangle=M\theta\,[2u-u^2(1+x\theta S)]=M\theta\,[2u-u]=M\theta u.$$

Dividing by $M\theta$ gives

$$\bar v=\frac{\langle\sum_iv_i\rangle}{M\theta}\ge u. \tag{5}$$

The averaged site underestimates the mean step of an independently occupied, stable layer. Equality holds for a full layer, for $x=0$, and in the dilute limit. Otherwise the local sums differ, a uniform $v$ cannot solve (1), and the inequality is strict.

## How large the missing part is

The missing part is $d^TAd$ with $d=u\mathbf1-v$. Define $r=\mathbf1-uA\mathbf1$. Since $Ad=uA\mathbf1-\mathbf1=-r$, the missing part is $r^TA^{-1}r$. Using $1=u(1+x\theta S)$,

$$r_i=1-u(1+xD_i)=ux(\theta S-D_i).$$

The residual is the fluctuation of the local depolarising sum. Each $c_j$ has variance $\theta(1-\theta)$, so

$$\operatorname{Var}D_i=\theta(1-\theta)S_6,\qquad S_6=\sum_{j\ne i}\left(\frac{a}{r_{ij}}\right)^6=4.659.$$

The eigenvalues of $A^{-1}$ are the inverses of those of $A$. The excess is therefore bracketed:

$$\frac{B}{1+xS}\le\bar v-u\le\frac{B}{1+xS_c},\qquad B=u^2x^2\theta(1-\theta)S_6. \tag{6}$$

For weak coupling, expand the solution of (1) as $v=1-xK\mathbf1+x^2K^2\mathbf1-\dots$ on the occupied sites. The second-order term sums over paths $i\to j\to k$. If $k=i$, that site is already known to be occupied, and the average is $\theta S_6$. If $k\ne i$, it is $\theta^2(S^2-S_6)$. Thus

$$\bar v=1-x\theta S+x^2[\theta^2S^2+\theta(1-\theta)S_6]+O(x^3). \tag{7}$$

The mean field has the first-order term and $x^2\theta^2S^2$. It thus gives the return path $i\to j\to i$ the weight $\theta^2$ instead of $\theta$. As a test, all 512 occupations of a 3 × 3 periodic cell were solved and weighted for $\theta=0.3$. The second-order coefficient agreed with (7), using that cell's own sums, to within one part in a thousand.

## The coherent-potential option

This option corrects the weight of return paths approximately. Let $q_i=c_iv_i$, so that (1) becomes $q_i=c_ix(f-\sum_jK_{ij}q_j)$ with drive $f=1/x$. Replace every $c_ix$ by one effective value $x_e$.

Drive one site of this medium alone. Its response per unit drive is the average over wavevectors

$$G=\left\langle\frac{1}{1/x_e+K(\mathbf k)}\right\rangle_{\mathbf k},$$

where $K(\mathbf k)$ are the plane-wave eigenvalues. The surroundings return a field $Rq$ to the driven site. From $q=x_e(f+Rq)$ we get $G=x_e/(1-x_eR)$, hence $R=1/x_e-1/G$.

Put a real site into the same surroundings. It responds with $x/(1-xR)$ if occupied and with zero if empty. Demand that the mean response equal that of the medium:

$$\frac{\theta x}{1-xR}=\frac{x_e}{1-x_eR}. \tag{8}$$

Under the uniform drive $f=1/x$, the medium has $q=(x_e/x)/(1+x_eS)$. Division by $\theta$ gives

$$\bar v_{\rm CPA}=\frac{x_e}{\theta x}\,\frac{1}{1+x_eS}.$$

Setting $R=0$ recovers (3).

The dilute limit shows what is still missing. An isolated pair has $v=1/(1+xK)$, so to first order in coverage

$$\bar v=1+\theta\sum_j\left[\frac{1}{1+xK_{ij}}-1\right]=1-\theta xS+\theta x^2S_6-\theta x^3S_9+\dots,$$

with $S_9$ the sum of $(a/r)^9$. In (8), $R\simeq\theta xS_6$ and $x_e\simeq\theta x(1+xR)$ at low coverage, which gives the first three terms but not the fourth. The coherent-potential excess is then too large by about the fraction $xS_9/S_6$ of the true excess. The eight nearest sites give $S_9\simeq4(1+2^{-9/2})=4.18$.

## The explicit option

Draw occupations, then solve $Av=\mathbf1$ by conjugate gradients. The product $Kw$ is a convolution on the periodic cell:

1. Set $w$ to zero on empty sites and take its Fourier transform.
2. Multiply by $K(\mathbf k)$ and transform back.
3. Keep the occupied sites, multiply by $x$, and add $w$.

The ratio of the spectral limits, $\kappa=(1+xS)/(1+xS_c)$, controls convergence. The standard conjugate-gradient estimate bounds the relative residual after $m$ iterations by $2\sqrt\kappa\,[(\sqrt\kappa-1)/(\sqrt\kappa+1)]^m$.

Do not average $\sum_iv_i$ directly if the small excess is wanted. For each layer subtract $F$ from (4), average the difference, and add back the known mean $M\theta u$. This removes most of the noise that comes from the number of dipoles and from $Q$. On a periodic cell of $L\times L$ sites, an occupied site also meets its own images, so $\theta S$ in $u$ must be replaced by $\theta S+(1-\theta)S/L^3$. At half coverage in the example below, this changes the mean-field step by only 0.001 meV for $L=48$, but by 0.09 meV for $L=10$.

Small cells with a fixed number of dipoles have another error. Take $M=L^2$ sites and average over all placements of $\theta M$ dipoles. Given one occupied site, any other is occupied with probability

$$\theta'=\frac{\theta M-1}{M-1}=\theta-\frac{1-\theta}{M-1}.$$

The site's own images are certainly occupied and contribute $S/L^3$. The mean sum is $\theta'S+(1-\theta')S/L^3$. Using $1-\theta'=M(1-\theta)/(M-1)$ and $M/L^3=1/L$,

$$\bar D-\theta S=-\frac{(1-\theta)S}{M-1}\left(1-\frac1L\right). \tag{9}$$

Small cells depolarise too little on average. Since $du/d\bar D=-xu^2$, the step rises by approximately $\theta\Delta_1xu^2|\bar D-\theta S|$.

## Worked example

Take $a=0.35$ nm, $p_0=0.020\,e\,$nm, $\alpha=0.010$ nm³ and $\varepsilon=3$. Then

$$x=\frac{0.010}{3(0.35)^3}=0.0778.$$

With $e^2/(4\pi\varepsilon_0)=1.44$ eV nm, equation (2) gives

$$\Delta_1=\frac{4\pi(1.44)(0.020)}{3(0.35)^2}=0.985\ \text{eV}.$$

At half coverage $x\theta S=0.351$, so $u=1/1.351=0.740$. The mean-field step is $0.5\times0.985\times0.740=0.364$ eV.

Sixty random layers on a 48 × 48 cell give $\bar v=0.7435$ and a step of 0.366 eV (0.01345 hartree). The excess is 1.69 meV with a standard error of 0.01 meV, or 0.46% of the mean-field step. Equation (6) gives $B=0.00386$ and limits of 1.1 and 2.4 meV. The individual dipoles vary much more than the mean suggests: their rms spread is 0.056 $p_0$.

Here $\kappa=1.702/0.794=2.14$. For a relative residual of $10^{-10}$ the estimate allows 15 iterations; the largest count was 12.

Of the five coverages computed, 0.5 has the largest excess; at 0.1 it is 0.20 meV and at 0.9 it is 0.72 meV. Both limits in (6), converted to a step, vary as $\theta^2(1-\theta)/(1+x\theta S)^2$. This factor vanishes at both ends and peaks near $\theta=0.59$ for this $x$.

The coherent-potential excess at half coverage is 1.74 meV, about 3% above the explicit excess. At coverage 0.1 the sixty layers put it about 8% above the explicit excess, but that excess has a standard error of 3%. Larger cells of 256 × 256 sites reduce the noise and give 6% at coverage 0.1 and 6.7% at coverage 0.02. The overshoot thus approaches the dilute estimate $0.0778\times4.18/4.66=7\%$ from below as the coverage falls.

Now raise the coupling to $x=0.30$ at half coverage. The mean field gives $u=0.425$, the explicit layers give 0.439, and the coherent potential gives 0.441. The mean-field error has grown to 3.4% of the mean-field value. The coupling is now nearer the stability limit, where $1+xS_c$ is small and the upper limit in (6) becomes loose.

## When occupation is not independent

Suppose neighbouring occupations are correlated, and let $\bar D$ be the mean depolarising sum at an occupied site. Then $\langle Q\rangle=M\theta\bar D$. Repeating the variational argument with $w=\mathbf1/(1+x\bar D)$ gives

$$\bar v\ge\frac{1}{1+x\bar D}. \tag{10}$$

The form survives, but $\bar D$ need not be $\theta S$. For a checkerboard, the occupation is $[1+(-1)^{m+n}]/2$ relative to an occupied origin, with $m,n$ the lattice coordinates. So $\bar D=(S+S_c)/2=3.19$. All occupied sites are equivalent, equality holds, and the step is 0.394 eV. For full islands covering half the area, $\bar D$ tends to $S$ as the islands grow, and the area-averaged step tends to 0.289 eV. The long-range tail makes this approach slow: square islands of 11 nm side, arranged as a checkerboard, still give 0.303 eV. The average also hides a strong lateral variation. The local step is near 0.58 eV over the middle of a very large island and near zero between islands, so a device need not show a single flat-band shift equal to the mean.

Relative to the random layer, the checkerboard changes the mean step by $+28$ meV and the limit of very large islands changes it by $-77$ meV. At this coupling the arrangement matters far more than the 1.7 meV error of averaging.

## Comparison with a real gate stack

The parameters are meant for the regime of lanthanum-type dipoles at a SiO₂/HfO₂ interface, where shifts of roughly a few tenths of an eV are familiar. The spacing gives $8.2\times10^{14}$ sites per cm², a plausible density for a cation layer. The dipole and polarisability are rough effective choices, so the size of the step is not a prediction. Real stacks do not have one uniform host. With $p_0$ and $\alpha$ fixed, changing $\varepsilon$ to 2.1 or 4.0, rough electronic values for the two oxides, moves the mean-field step to 0.468 or 0.292 eV. A flat-band shift is static, however, so the ions of the host can screen it too. Unless the effective $p_0$ and $\alpha$ already include that response, static permittivities of about 3.9 and 20 are the relevant ones, and the same formula gives 0.298 and 0.070 eV. These uncertainties far exceed the disorder correction.

Other omissions can be sized at half coverage:

- **Finite length.** For charges $\pm p/\ell$, the pair energy without the host factor is $2(p/\ell)^2(1/r-1/s)$, with $s^2=r^2+\ell^2$. Since $s-r=\ell^2/(r+s)$, the factor $1/r^3$ becomes $2/[rs(r+s)]$. For $\ell=0.20$ nm the lattice sum falls to 8.02 and the coupled step rises by 10 meV to 0.377 eV.
- **Silicon surface.** A perfect mirror 0.80 nm away raises the step by 0.15 meV.
- **Operating field.** A host field $E_0$ along the dipoles replaces $p_0$ by $p_0+\alpha E_0$. By linearity the step changes by the fraction $\alpha E_0/p_0$. For 5 MV/cm at the dipoles this is 17%, or 64 meV; the sign reverses with the field. In a real stack the two oxides carry different fields: with static permittivities of 3.9 and 20 and no interface charge, 5 MV/cm in SiO₂ means about 1 MV/cm in HfO₂. The uniform host cannot decide which field acts on the dipoles. The result at flat band should not be used unchanged under bias.
- **Nonlinearity and temperature.** The mean depolarising field, $p_0(1-\bar v)/\alpha$, is 7.4 MV/cm, so linear response is a real assumption. An electronic polarisability has almost no thermal swing. If the polarisability instead comes from slow ionic motion, a classical isolated dipole with energy $p^2/(2\alpha)$ about its equilibrium has an rms thermal swing of 0.015 $e\,$nm at 358 K. In this harmonic model the mean dipole is unchanged, because the energy is symmetric about equilibrium. The swing is comparable with $p_0$, so anharmonic ions could change the mean by an amount not computed here.

## Choosing the setting

Start with the occupation statistics. If the sites are independently filled, $x$ is near 0.08 and $\Delta_1$ is near 1 eV, the averaged site is sufficient for a mean step wanted to a few meV, within this model. Use (6) to check another coupling. If the occupation is ordered or clustered, first determine $\bar D$; averaging with $\theta S$ answers a different question. Equation (10) then gives a lower bound, which is the step itself only if all occupied sites have the same local sum. Otherwise solve explicit layers with the known correlations.

Use the coherent-potential form when the small excess matters but individual sites do not. At half coverage it overestimates that excess by about 3% for $x=0.078$ and by about 13% for $x=0.30$. Its counterpart in a given program helps here only if that program's electrostatics includes the reaction field $R$.

Use explicit layers when the spread of dipoles matters, when correlations are known, or when $x$ approaches 0.38. A 4 × 4 cell with eight dipoles, even averaged over all placements, has $\bar D$ too small by 0.226 according to (9). To first order this raises the step by $0.492\times0.0778\times0.740^2\times0.226=4.7$ meV. Solving all placements gives a net rise of 3.9 meV over the random layer, because the small cell also loses about half of the disorder excess. Either value is larger than the disorder effect being sought. For a 10 × 10 cell the same estimate gives 0.9 meV, and a sample of placements gives a net rise of about 0.7 meV. The random-layer steps for the five coverages are in the numerical output.

## Calculated quantities

```
lattice spacing 0.35 nm; bare dipole 0.020 e nm
polarisability 0.010 nm^3; host permittivity 3.0
cell 48 x 48 sites, 60 random layers per coverage
reduced coupling x = 0.07775
lattice sum S = 9.03362; checkerboard sum = -2.64589
sixth-power sum S6 = 4.65891
largest safe coupling = 0.3779
undepolarised full-coverage step = 0.9848 eV
coverage 0.1: mean-field step 0.09201 eV, coupled 0.09221 eV
  excess 0.000199 eV, standard error 0.000006 eV, CPA excess 0.000214 eV
coverage 0.3: mean-field step 0.24402 eV, coupled 0.24511 eV
  excess 0.001093 eV, standard error 0.000013 eV, CPA excess 0.001130 eV
coverage 0.5: mean-field step 0.36442 eV, coupled 0.36610 eV
  excess 0.001687 eV, standard error 0.000012 eV, CPA excess 0.001739 eV
coverage 0.7: mean-field step 0.46214 eV, coupled 0.46372 eV
  excess 0.001583 eV, standard error 0.000011 eV, CPA excess 0.001622 eV
coverage 0.9: mean-field step 0.54304 eV, coupled 0.54376 eV
  excess 0.000717 eV, standard error 0.000006 eV, CPA excess 0.000722 eV
half coverage, main case:
  mean-field p/p0 = 0.74010; coupled p/p0 = 0.74353
  excess / mean-field step = 0.463 %
  bounds on excess = 0.001115 to 0.002390 eV
  site-to-site rms spread of p/p0 = 0.0555
  largest iteration count = 12
  coupled step = 0.36610 eV = 0.013454 hartree
  mean depolarising field = 7.39 MV/cm
strong coupling x = 0.30, half coverage:
  p/p0 mean-field 0.4246, coupled 0.4391, CPA 0.4410
  excess / mean-field = 3.40 %
neglected effects, half coverage:
  checkerboard order: step 0.3944 eV
  large full islands: step 0.2892 eV
  dipole length 0.20 nm: lattice sum 8.0197
    mean-field 0.37537 eV, coupled 0.37658 eV
  host permittivity 2.1: mean-field step 0.4684 eV
  host permittivity 4.0: mean-field step 0.2923 eV
  mirror 0.80 nm away: step change 0.000154 eV
  oxide field 5.0 MV/cm: step change 0.0636 eV (17.4 %)
  classical thermal rms dipole at 358 K: 0.0146 e nm
```
